# Choosing Basis Size and Exponent in Pekeris's Perimetric Expansion for Helium

An expansion of a two-electron S state in Laguerre products of perimetric coordinates has, in the form used here, two settings: where to cut it off, and whether its exponent is optimized or tied to the energy. For helium, a cutoff $\omega=14$ with a tied exponent lies $3\times10^{-8}$ hartree above the $\omega=28$ energy, which happens to be enough to change the rounded eighth digit, while $\omega=20$ gives the same eight digits as $\omega=28$. Tying the exponent reduces the calculation to a single linear eigenproblem and shortens its recurrence from 57 terms to 33. The theory below shows why, and that the tied energy is an upper bound which a separately optimized exponent can only lower or leave unchanged.

## What the settings control

The nucleus is a fixed point charge $Z$, the Hamiltonian is non-relativistic, and atomic units are used. The ground state is a singlet S state, so $\psi$ depends on $r_1,r_2,r_{12}$ alone and is symmetric in $r_1,r_2$. Put $E=-\varepsilon^2$, $\rho=\varepsilon r$ for each distance, and

$$u=\rho_2+\rho_{12}-\rho_1,\quad v=\rho_1+\rho_{12}-\rho_2,\quad w=2(\rho_1+\rho_2-\rho_{12}).$$

The triangle inequalities say that $u,v,w\ge0$ and nothing more, so the three ranges are independent. The inverse is

$$\rho_1=\tfrac14(2v+w),\quad \rho_2=\tfrac14(2u+w),\quad \rho_{12}=\tfrac12(u+v).$$

The expansion is

$$\psi=e^{-(u+v+w)/2}F,\qquad F=\sum_{l+m+n\le\omega}c(l,m,n)L_l(u)L_m(v)L_n(w),$$

with $c(l,m,n)=c(m,l,n)$. Since $u+v+w=2(\rho_1+\rho_2)$, the prefactor is $e^{-\varepsilon(r_1+r_2)}$: this is the tied exponent.

In scaled lengths the kinetic energy is $\varepsilon^2t$ and the potential $\varepsilon\mathcal V$. Dividing $(\varepsilon^2t+\varepsilon\mathcal V+\varepsilon^2)\psi=0$ by $\varepsilon$ gives

$$\varepsilon\,(t+1)\psi=-\mathcal V\psi, \tag{1}$$

which is linear in $\varepsilon$.

## The kinetic energy in perimetric coordinates

Integrating out the orientation and using $r_{12}dr_{12}=r_1r_2\sin\theta\,d\theta$ gives a volume element proportional to $W\,du\,dv\,dw$, with

$$W=\rho_1\rho_2\rho_{12}=\tfrac1{32}(u+v)(2u+w)(2v+w).$$

Let $\mathbf n=(\mathbf r_1-\mathbf r_2)/r_{12}$, $C_1=\hat{\mathbf r}_1\!\cdot\mathbf n$, $C_2=-\hat{\mathbf r}_2\!\cdot\mathbf n$. With subscripts for derivatives, $\nabla_1\psi=\psi_1\hat{\mathbf r}_1+\psi_{12}\mathbf n$ and $\nabla_2\psi=\psi_2\hat{\mathbf r}_2-\psi_{12}\mathbf n$, so

$$\tfrac12\sum_i|\nabla_i\psi|^2=\tfrac12\psi_1^2+\tfrac12\psi_2^2+\psi_{12}^2+C_1\psi_1\psi_{12}+C_2\psi_2\psi_{12}.$$

The chain rule gives $\psi_1=-\psi_u+\psi_v+2\psi_w$, $\psi_2=\psi_u-\psi_v+2\psi_w$, $\psi_{12}=\psi_u+\psi_v-2\psi_w$. Write $W$ times the quadratic form as $\sum M_{ab}\psi_a\psi_b$. Collecting products,

$$M_{uu}=W(2-C_1+C_2),\quad M_{ww}=4W(2-C_1-C_2),$$
$$M_{uv}=0,\quad M_{uw}=-2W(1-C_1),\quad M_{vw}=-2W(1-C_2).$$

The cosine rule gives

$$1-C_1=\frac{\rho_2^2-(\rho_1-\rho_{12})^2}{2\rho_1\rho_{12}}=\frac{uw}{4\rho_1\rho_{12}},$$

so $W(1-C_1)=\rho_2uw/4$ and likewise $W(1-C_2)=\rho_1vw/4$. Therefore

$$M_{uw}=-\tfrac18uw(2u+w),\quad M_{vw}=-\tfrac18vw(2v+w),$$
$$M_{ww}=\rho_2uw+\rho_1vw=wq,\quad q=\tfrac14(2u^2+2v^2+uw+vw).$$

For $M_{uu}=2W+\tfrac14\rho_2uw-\tfrac14\rho_1vw$, use $u(2u+w)-v(2v+w)=(u-v)(2u+2v+w)$:

$$16M_{uu}=(u+v)(4uv+2uw+2vw+w^2)+(u-v)(2uw+2vw+w^2).$$

The sum is $4uv(u+v)+2u(2uw+2vw+w^2)$, so

$$M_{uu}=up,\qquad p=\tfrac18[2(u+v)(v+w)+w^2],$$

and $M_{vv}$ follows by exchanging $u$ and $v$.

## Why tying the exponent makes the matrix sparser

Varying the quadratic form turns the left side of (1), times $W$, into $-\partial_aM_{ab}\partial_b\psi+W\psi$ (repeated indices summed). With $x_a$ standing for $u,v,w$, each $M_{ab}$ contains the factor $x_a$, so no boundary terms arise at $x_a=0$. Insert $\psi=e^{-(u+v+w)/2}F$ and let $R_a=\sum_bM_{ab}$. After removal of the exponential the operator on $F$ is

$$DF=-\partial_a(M_{ab}\partial_bF)+R_b\partial_bF+\tfrac12(\partial_aR_a)F+\Big(W-\tfrac14\sum M_{ab}\Big)F.$$

The sum $\sum M_{ab}$ is $W$ times the quadratic form of the function $u+v+w=2(\rho_1+\rho_2)$, namely $W\cdot\frac12(4+4)=4W$. The last bracket vanishes, and with it the cubic polynomial $W$.

For an independent exponent $\kappa$, a term $-(E+\kappa^2)W$ survives. Its monomials $uvw$; $u^2v,uv^2$; $u^2w,v^2w$; $uw^2,vw^2$ add 8, 8, 4 and 4 index shifts to the 33 found below, making 57. The untied matrices are therefore still sparse, but less so, and a search over $\kappa$ is also needed.

The row sums are $R_u=R_v=\frac14uv(u+v+w)$ and $R_w=\frac12wq$. Differentiating them gives $\frac12\partial_aR_a=\frac14(u+v)(u+v+w)$.

Now let $D$ act on $L_lL_mL_n$. Laguerre's equation gives $uF_{uu}=(u-1)F_u-lF$, hence $-M_{uu}F_{uu}=lpF-p(u-1)F_u$. The total coefficient of $F_u$ is

$$-pu+p-\partial_uM_{uu}-\partial_wM_{uw}+R_u=M_{uw}+\tfrac14u(u-v),$$

because $R_u-pu=M_{uw}$, $\partial_uM_{uu}=p+\frac14u(v+w)$ and $\partial_wM_{uw}=-\frac14u(u+w)$. In the same way $-M_{ww}F_{ww}$ yields $nqF$, and the coefficient of $F_w$ is

$$R_w-wq-\tfrac14w(u+v)+\tfrac18w(4u+4v+2w)=-\tfrac12wq+\tfrac14w(u+v+w).$$

The mixed terms are $-2M_{uw}F_{uw}-2M_{vw}F_{vw}$.

Let $\lambda,\mu,\nu$ lower $l,m,n$ by one, acting before any polynomial multiplies. Then $uF_u=l(1-\lambda)F$, and similarly for $v,w$. With $16p=4v(u+v+w)+2w(2u+w)$, the terms combine to

$$\begin{aligned}16D={}&4(u+v+w)[(m+1)u+(l+1)v]\\&+2lw(2u+w)\lambda+2mw(2v+w)\mu\\&+4(u-v)[l(1-\lambda)-m(1-\mu)]\\&+2n(2u^2+2v^2+uw+vw)(1+\nu)+4n(u+v+w)(1-\nu)\\&+4n[(2u+w)l(1-\lambda)+(2v+w)m(1-\mu)](1-\nu).\end{aligned}\tag{2}$$

The right side of (1), times $16W$, is multiplication by

$$16[Z\rho_{12}(\rho_1+\rho_2)-\rho_1\rho_2]=4Z(u+v)(u+v+w)-(2u+w)(2v+w).\tag{3}$$

## The 33-term recurrence

Define $a_s(l,m,n)$ and $b_s(l,m,n)$ as the coefficients of the basis product with indices $(l,m,n)+s$ in (2) and (3). The rule

$$xL_n=-(n+1)L_{n+1}+(2n+1)L_n-nL_{n-1},$$

applied twice, gives $x^2L_n$ the coefficients $(n+1)(n+2)$ on $L_{n+2}$, $-4(n+1)^2$ on $L_{n+1}$ and $Q_n=6n^2+6n+2$ on $L_n$.

The quadratic form is symmetric and the Laguerre products are orthonormal with weight $e^{-u-v-w}$, so $a_{-s}(k+s)=a_s(k)$ for $k=(l,m,n)$, and the same holds for $b$. One member of each pair $\pm s$ suffices.

No term of (2) or (3) changes all three indices. If $l$ rises by 2, $n$ changes by 0 or $-1$; if $l$ rises by 1 with $m$ fixed, $n$ changes by $1,0,-1$ or $-2$. That makes six pairs, and exchange gives six more for $m$. Adding $(1,1,0)$, $(1,-1,0)$, $(0,0,1)$ and $(0,0,2)$ gives 16 pairs, and with $s=0$ there are 33 shifts.

The short coefficients come straight from (2):

- $a_{200}=4(l+1)(l+2)(m+n+1)$, from $u^2$.
- $a_{2,0,-1}=4n(l+1)(l+2)$, from $u^2\nu$.
- $a_{1,0,-2}=2n(n-1)(l+1)$, from $uw\nu$.
- $a_{110}=4(l+1)(m+1)(l+m+2)$, from $uv$.
- $a_{1,-1,0}=4m(l+1)[(l+m+2)-1]$, from $uv$ and $u\mu$.
- $a_{101}=(l+1)(n+1)[4(m+1)+2n]$, from $uw$.
- $a_{002}=0$.

The others collect several terms, in the order of (2), except that in $a_{1,0,-1}$ and $a_{100}$ the $u^2$ terms are gathered:

$$\begin{aligned}a_{1,0,-1}={}&n(l+1)[4(m+1)+2n-16(l+1)-2(2n-1)+4+8l]\\={}&-2n(l+1)(4l-2m+n+3),\end{aligned}$$

$$\begin{aligned}a_{001}={}&4(n+1)[-(m+1)(2l+1)-(l+1)(2m+1)+l^2+m^2\\&-n(l+m+1)-n-n(l+m)],\end{aligned}$$

$$\begin{aligned}a_{100}={}&-(l+1)[16(l+1)(m+n+1)+4(l+m+2)(2m+1)\\&+4(m+1)(2n+1)+4(l-m)+2n(2n+1)-2n^2+4n+8ln].\end{aligned}$$

With $\bar l=2l+1$, and likewise $\bar m,\bar n$, the diagonal is

$$\begin{aligned}a_{000}={}&4(m+1)(Q_l+\bar l\bar m+\bar l\bar n)+4(l+1)(Q_m+\bar l\bar m+\bar m\bar n)\\&-4(l^2+m^2)\bar n+8(l-m)^2+4(l^2+m^2)\\&+4n(Q_l+Q_m)+2n(\bar l+\bar m)(\bar n-n)+4n(\bar l+\bar m+\bar n+n)\\&+4nl(2\bar l+\bar n+2l+n)+4nm(2\bar m+\bar n+2m+n).\end{aligned}$$

For $b$, write $g=2Z-1$ and expand (3) as $4Z(u^2+v^2)+4guv+2g(u+v)w-w^2$. Then

- $b_{200}=4Z(l+1)(l+2)$ and $b_{002}=-(n+1)(n+2)$.
- $b_{110}=4g(l+1)(m+1)$ and $b_{1,-1,0}=4gm(l+1)$.
- $b_{101}=2g(l+1)(n+1)$ and $b_{1,0,-1}=2gn(l+1)$.
- $b_{100}=-(l+1)[16Z(l+1)+4g\bar m+2g\bar n]$.
- $b_{001}=-4(n+1)[g(l+m+1)-(n+1)]$.
- $b_{000}=4Z(Q_l+Q_m)+4g\bar l\bar m+2g(\bar l+\bar m)\bar n-Q_n$.
- $b_{2,0,-1}=b_{1,0,-2}=0$.

Exchanging $l,m$ together with the first two shift indices supplies the partners. Projecting (1) on one basis product and using the adjoint relation gives

$$\sum_s[\varepsilon a_s(l,m,n)-b_s(l,m,n)]\,c((l,m,n)+s)=0.\tag{4}$$

## The bound and the solver

Truncation gives symmetric matrices with $\varepsilon Ac=Bc$. Since $A$ represents $t+1$ with positive weight, it is positive definite, and the largest root is

$$\varepsilon_{\max}=\max_c\frac{c^TBc}{c^TAc}.$$

A larger $\omega$ contains the smaller basis, so this maximum cannot fall and $E=-\varepsilon_{\max}^2$ cannot rise.

Multiplying $\varepsilon Ac=Bc$ by $\varepsilon c^T$ gives $\langle H\rangle=-\varepsilon^2$ for that trial function, so the result is an upper bound to the ground energy. For every other vector, $c^T(\varepsilon_{\max}A-B)c\ge0$ means $\langle H\rangle\ge-\varepsilon_{\max}^2$ at the same exponent. Optimizing $\kappa$ separately at fixed $\omega$ can therefore lower the energy or leave it unchanged, never raise it.

To find the root, choose $\sigma>\varepsilon_{\max}$, factor $\sigma A-B$ once, and repeat

$$(\sigma A-B)x_{j+1}=Ax_j.$$

A component belonging to root $\varepsilon_i$ is multiplied by $1/(\sigma-\varepsilon_i)$, so the largest root wins, and $x^TBx/x^TAx$ gives its value. A safe choice is $\sigma=Z$: without the positive repulsion the energy would be $-Z^2$, hence $\varepsilon<Z$. A smaller $\sigma$ converges faster, and it is admissible if $\sigma A-B$ is positive definite, which a Cholesky factorization decides.

## Helium

At $\omega=0$, $a_{000}=32$ and $b_{000}=32Z-10$, so $\varepsilon=Z-\frac5{16}$. For $Z=2$ this is $27/16$ and $E=-2.84766$ hartree. For $Z=1$ it gives $-(11/16)^2=-0.473$ hartree, above the one-electron energy $-0.5$, so this one-term basis does not show that the two-electron ion is bound.

At $\omega=1$ use the functions $000$, $001$ and $(100+010)/\sqrt2$. The last normalization puts $\sqrt2$ into their couplings, for example $A_{13}=\sqrt2\,a_{100}(0,0,0)=-28\sqrt2$. The last diagonal element is $A_{33}=a_{000}(1,0,0)+a_{1,-1,0}(0,1,0)=136+8$. Altogether

$$A=\begin{pmatrix}32&-8&-28\sqrt2\\-8&96&-8\sqrt2\\-28\sqrt2&-8\sqrt2&144\end{pmatrix},\quad
B=\begin{pmatrix}54&-8&-50\sqrt2\\-8&66&6\sqrt2\\-50\sqrt2&6\sqrt2&198\end{pmatrix}.$$

The largest root of $\det(\varepsilon A-B)=0$ is $\varepsilon=1.70016$, so $E=-\varepsilon^2=-2.89054$ hartree.

Inverse iteration with $\sigma=1.75$ gives, for larger bases:

| $\omega$ | functions | $E$ (hartree) |
|---:|---:|---:|
| 4 | 22 | −2.9036889861 |
| 7 | 70 | −2.9037222831 |
| 10 | 161 | −2.9037241111 |
| 14 | 372 | −2.9037243445 |
| 20 | 946 | −2.9037243740 |
| 28 | 2360 | −2.9037243767 |

At $\omega=28$, 1.14 percent of the matrix elements are nonzero.

To estimate what is missing, assume an error $K\omega^{-P}$. Successive gains on doubling $\omega$ then have the ratio $2^P$. From 7 to 14 the gain is $2.061\times10^{-6}$ hartree, from 14 to 28 it is $3.22\times10^{-8}$; the ratio is 64, so the apparent order on this triple is $P=6.0$. It is not a constant: the triple 4, 8, 16 gives 5.1 and the triple 8, 16, 32 gives 6.2. The remaining error is then $3.22\times10^{-8}/(2^P-1)=5\times10^{-10}$ hartree. This is an extrapolation that fixes the order of magnitude of the error, not a lower bound. A change of the eighth digit would need a further lowering of $7\times10^{-8}$ hartree, so

$$E=-2.9037244\ \text{hartree}=-79.014\ \text{eV}.$$

Subtracting this from the one-electron ion's $-Z^2/2=-2$ hartree gives an ionization energy of $0.9037244$ hartree, or $24.592$ eV. These digits belong to the model: nuclear motion, relativity and quantum electrodynamics are left out.

## Choosing the settings

- **Cutoff.** Relative to the $\omega=28$ energy, $\omega=7$ errs by $2\times10^{-6}$ hartree and $\omega=10$ by $3\times10^{-7}$. For eight digits in helium take $\omega=20$. For another $Z$, run $\omega$, $2\omega$ and $4\omega$ and repeat the estimate, reading it as an order of magnitude: for $Z=1$ the triples 5, 10, 20 and 7, 14, 28 underestimate the remaining error by factors of about 3.3 and 2.4.
- **Exponent.** Tying it gives one linear eigenproblem with the sparser matrix, but can need a larger basis for the same accuracy; how much larger depends on $Z$ (for $Z=1$ at $\omega=10$ optimizing reduces the error only from $1.6\times10^{-7}$ to $1.5\times10^{-7}$ hartree). Optimizing it cannot raise the energy at fixed $\omega$, at the price of the denser matrix and the search. The gain can be large: for helium at $\omega=10$ the optimum $\kappa\approx2.6$ gives $-2.90372437$ hartree, below the tied $\omega=14$ energy. At $\omega=0$ it is zero, because $\langle H\rangle=\kappa^2-2\kappa(Z-\frac5{16})$ has its minimum at the tied value.
- **Other quantities.** The energy error does not fix the error of other quantities. At $\omega=14$, where the energy errs by $3\times10^{-8}$ hartree, $\langle r_{12}\rangle$ differs from its $\omega=32$ value by about $6\times10^{-8}$ bohr and the virial relation $\langle T\rangle=-E$ is off by $3\times10^{-7}$ hartree; pointwise values are much worse. At $\omega=28$ the local energy $H\psi/\psi$, from Cartesian finite differences at three configurations with distances between 0.8 and 1.7 bohr, deviates from $E$ by up to $4.4\times10^{-5}$ hartree. Converge each property separately.
- **Other states.** Triplet S states need $c(l,m,n)=-c(m,l,n)$. States with angular momentum need a wave function that also depends on orientation, which this expansion lacks.
